Locating the p-to-n transition in a boron- and phosphorus-doped germanium crystal

**Problem**

A germanium crystal is frozen slowly from one end of a melt. The melt initially contains boron at C_B = 1×10¹⁰ cm⁻³ and phosphorus at C_P = 2×10¹⁰ cm⁻³. The segregation coefficient k is the dopant concentration in the freshly frozen solid divided by that in the melt. It is k_B = 17 for boron and k_P = 0.08 for phosphorus. The whole charge would make a uniform cylinder 200 mm long.

(a) Find each dopant concentration in the crystal as a function of the frozen fraction g, with g = 0 at the seed.

(b) Where does the crystal change from p-type to n-type? Under what condition does it have a p-type section at all?

(c) At what temperatures does this answer describe the majority carriers, and how sharp is the transition electrically?

Assume at first that the melt is fully mixed, nothing diffuses in the solid, k is constant, solid and melt have equal density, and no dopant enters or leaves the charge. Every boron atom acts as one acceptor and every phosphorus atom as one donor.

**Hints**

1. Follow the amount of dopant left in the melt, not its concentration. The remaining melt volume shrinks as well.

2. Ask whether each concentration rises or falls along the crystal before setting the two equal.

3. For (c), compare the net doping with the intrinsic carrier density. Then treat the transition as a junction whose net doping varies linearly with position.

**Full solution**

*(a) The dopant profiles.* Let S be the number of atoms of one dopant left in the melt, divided by the initial melt volume. The fraction of melt left is 1 − g, so the melt concentration is S/(1 − g), and the solid freezing from it has concentration

C_s = k S/(1 − g).

Freezing a further fraction dg removes C_s dg from the melt:

dS = −k S dg/(1 − g).

Separate the variables and integrate from g = 0, where S = C_0 is the initial concentration:

ln(S/C_0) = k ln(1 − g), so S = C_0(1 − g)^k.

Putting this into the expression for C_s gives the Scheil profile

C_s(g) = k C_0 (1 − g)^(k−1).

For the two dopants,

N_A(g) = 17 C_B (1 − g)^16,
N_D(g) = 0.08 C_P (1 − g)^(−0.92).

Boron prefers the solid. It is concentrated at the seed and soon exhausted in the melt. Phosphorus is rejected by the solid, accumulates in the melt and rises along the crystal. At the seed the solid holds 1.70×10¹¹ cm⁻³ of boron and 1.6×10⁹ cm⁻³ of phosphorus, although the melt contained twice as much phosphorus as boron.

*(b) The transition.* Here "type" means the sign of N_D − N_A. Since N_D rises and N_A falls with g, their difference increases steadily and can vanish at most once. Towards g = 1, N_A tends to zero while N_D grows, so the difference ends positive. A p-type section therefore exists if the difference starts negative:

k_P C_P < k_B C_B.

There is then one transition, at g = g*. Setting N_D = N_A,

k_P C_P (1 − g*)^(k_P−1) = k_B C_B (1 − g*)^(k_B−1).

Divide both sides by k_B C_B (1 − g*)^(k_P−1):

(1 − g*)^(k_B−k_P) = k_P C_P/(k_B C_B).

Taking the root,

g* = 1 − [k_P C_P/(k_B C_B)]^(1/(k_B−k_P)).

The bracket is 0.08 × 2/(17 × 1) = 0.009412, and the exponent is 1/16.92 = 0.0591. Hence

1 − g* = 0.009412^0.0591 = 0.759, so g* = 0.241.

The transition lies at 0.241 × 200 mm = 48 mm from the seed. Both dopants are there at 2.06×10⁹ cm⁻³. Freezing the first 90 % of the charge numerically in slices of 1/200,000 of the charge, without using the integrated profile, also gives g* = 0.241.

At half the length boron has fallen to 2.6×10⁶ cm⁻³ and phosphorus has reached 3.03×10⁹ cm⁻³. That part of the crystal is n-type with little compensation.

The equal-density assumption can be relaxed. Let g be the frozen mass fraction, and let r be the melt density divided by the solid density. Freezing dg then produces a solid volume r dg per initial melt volume, so

dS = −r k S dg/(1 − g), and C_s = k C_0 (1 − g)^(rk−1).

The same division as before gives the exponent 1/[r(k_B − k_P)]. With the rough value r = 1.05, g* becomes 0.231, or 46 mm for the same final length. This correction is small. It applies when k is a ratio of concentrations per volume, as defined here; if k is a ratio of atom fractions, r drops out of the exponent and g* stays 0.241.

*(c) Temperature of use.* The formulas in this part use atomic units, with the temperature T expressed as an energy. For carriers far from degeneracy, integrating the parabolic-band density of states √2 m^(3/2) √E/π² with the Boltzmann factor exp(−E/T) gives an effective band density

N_band = 2[mT/(2π)]^(3/2).

With Fermi level μ and band edges E_c and E_v,

n = N_c exp[(μ − E_c)/T], p = N_v exp[(E_v − μ)/T].

In the product np the Fermi level cancels. Setting n = p = n_i and taking the square root,

n_i = 2[√(m_e m_h) T/(2π)]^(3/2) exp[−E_g/(2T)].

Take rough density-of-states masses of 0.55 and 0.30 electron masses, and gaps of 0.73 eV at 77 K and 0.66 eV at 300 K. Then n_i is about 2×10¹³ cm⁻³ at 300 K. This is about a hundred times the net doping at the seed, 1.68×10¹¹ cm⁻³. At room temperature the whole p-type section, and the n-type section at least to half the length, therefore have nearly equal electron and hole densities. The transition in doping is still present, but it does not separate regions dominated by holes and by electrons.

With the gap interpolated linearly between the two temperatures, n_i equals the net doping at the seed near 230 K and that at half the length near 190 K. At these temperatures the electron and hole densities differ by n_i while their product is n_i², so the majority carriers outnumber the minority carriers only by a factor of 2.6. The factor grows quickly on cooling: 20 K lower it is about 50 at the seed and larger still at half the length. At 77 K, n_i is only about 10⁻⁶ cm⁻³. This value is sensitive to the gap and masses and is uncertain by a factor of several, whereas the two crossover temperatures change by only about 1 K with other reasonable band parameters.

The dopants must also remain ionized at 77 K. For binding energy E_b, with p the hole density,

neutral/ionized acceptors = 4p exp(E_b/T)/N_v.

The factor 4 is the level degeneracy. For donors we use the spin factor 2, with n and N_c in place of p and N_v. The four conduction valleys of germanium raise the number of ground-state levels to at most 8, and excited levels add further weight. Together these can raise the neutral donor fraction roughly tenfold, which does not change the conclusion below. With a rough E_b = 0.010 eV, the neutral fraction is about 6×10⁻⁶ for boron at the seed and 2×10⁻⁸ for phosphorus at half the length. Freeze-out is negligible at these dilute levels.

*Electrical width.* At the transition N_D = N_A = N*. Differentiating the profiles,

dN_D/dg = (1 − k_P)N*/(1 − g*),
dN_A/dg = −(k_B − 1)N*/(1 − g*).

Subtracting, and dividing by the length L to change from g to position, gives the slope of the net doping:

a = (k_B − k_P)N*/[L(1 − g*)].

With L = 20 cm this is 16.92 × 2.06×10⁹/(20 × 0.759) = 2.3×10⁹ cm⁻⁴.

Suppose carriers are absent from a layer of width W centred on the transition. The charge density there is ax, and for relative permittivity κ the potential φ obeys

φ'' = −4πax/κ.

The field vanishes at x = ±W/2, so one integration gives

φ' = (2πa/κ)(W²/4 − x²).

Integrating across the layer gives the barrier V, which in atomic units is both a potential and an energy for one electron charge:

V = (2πa/κ)(W³/4 − W³/12) = πaW³/(3κ).

Without applied voltage the Fermi level is flat. The majority density at each edge is aW/2, so the carrier expressions above also require

V = 2T ln[aW/(2n_i)].

Solving the two equations together at 77 K, with the rough value κ = 16, gives V = 0.44 eV and W = 2.7 mm. Using the full curved doping profile at the same barrier also gives 2.7 mm. An n_i about four times smaller would give 0.46 eV and 2.8 mm. The edges of the layer are not abrupt: with the mobile carriers kept in Poisson's equation, the carrier density reaches 10 % of the net doping at a width of 2.2 mm and 90 % at about 3.2 mm. The transition therefore has a definite position in the doping, but electrically it is a layer millimetres thick.

*Comparison with a real crystal.* The concentrations are round values in the regime of high-purity germanium for radiation detectors, which are cooled to near liquid-nitrogen temperature. Net doping there is roughly 10¹⁰ cm⁻³, so the boron-rich seed end of this example is too heavily doped by more than a factor of ten. Solid diffusion matters little. With a rough diffusivity of 10⁻¹⁰ cm²/s and 10 h of growth, the diffusion length 2√(Dt) is 0.04 mm. The assumption that fails most seriously among those sized here is full mixing of the melt. Variation 2 shows that it can move the transition by tens of millimetres. The result is similarly sensitive to the value taken for k_B: with full mixing, k_B = 12 puts the transition at 61 mm and k_B = 6 at 92 mm. Dopants supplied by the crucible, evaporation, other impurities and boron bound in inactive complexes are left out, and their effects are not estimated.

**Variation 1: a different phosphorus content**

*How far does the transition move if C_P is doubled at fixed C_B? How much phosphorus removes the p-type section?*

Write R = C_P/C_B and take the logarithm of the transition condition:

(k_B − k_P) ln(1 − g*) = ln(k_P/k_B) + ln R.

Differentiate at fixed segregation coefficients:

dg*/d ln R = −(1 − g*)/(k_B − k_P) = −0.759/16.92 = −0.045.

Doubling C_P changes ln R by 0.693, so the linear estimate is a shift of −0.031. The full formula gives g* = 0.209, or 42 mm instead of 48 mm. The shift is small because boron falls so steeply that a short distance makes up for a factor of two.

The same insensitivity appears over a wide range. For R = 0.001 the transition is at g* = 0.52, and for R = 100 it is at 0.04. The p-type section disappears when R reaches k_B/k_P = 17/0.08 = 212.5.

**Variation 2: a melt that is not fully mixed**

*Suppose the melt is mixed except for a stagnant film of thickness δ = 0.1 mm at the interface. Where is the transition at a pull rate of 20 mm/h?*

Let x point from the interface into the melt, and let v be the growth speed, taken here as equal to the pull rate. When a crystal is pulled from a crucible, the melt level falls and the crystal grows faster than it is pulled; the growth speed is then the one to use. Seen from the interface, melt approaches at speed v. In a steady film, the dopant flux towards the interface equals the flux carried away in the solid:

D C' + vC = v k C(0).

The solution with the correct value at x = 0 is

C(x) = C(0)[k + (1 − k) exp(−vx/D)].

At x = δ this must equal the concentration of the mixed melt. The solid has concentration kC(0), so its ratio to the mixed melt is

k_eff = k/[k + (1 − k) exp(−vδ/D)].

The film adjusts in a time of order δ²/D, about 1 s for the rough value D = 10⁻⁴ cm²/s, which is short compared with hours of growth. If v, δ and D stay constant, k_eff therefore replaces k throughout the solution. The same δ and D are used for both dopants.

At 20 mm/h, vδ/D = 0.056. For such small values the denominator is close to 1 + (k − 1)vδ/D. For boron the added term is 16 × 0.056 = 0.9, which is not small. The full formula gives effective coefficients of 9.1 for boron and 0.084 for phosphorus. Then

g* = 1 − (0.0842 × 2/9.117)^(1/9.033) = 0.357,

which is 71 mm from the seed instead of 48 mm.

Two effects compete. Less boron enters the seed end, which by itself would bring the transition nearer to the seed. Boron also falls more slowly along the crystal, which moves the transition away, and this effect prevails here.

With the same film, the transition is at 51 mm for 2 mm/h and at 99 mm for 60 mm/h. In practice the film thickness also depends on stirring and crystal rotation, so these positions show the size of the effect and do not predict a particular crystal. The numerical output lists the values for all three rates.

Numbers as computed

```
Segregation coefficients B, P: 17, 0.08 (no unit)
Initial melt B, P: 1.00e+10, 2.00e+10 cm^-3
Full charge length: 200 mm
Seed B, P in solid: 1.700e+11, 1.600e+09 cm^-3
Ratio kP*CP/(kB*CB): 0.009412 (no unit)
Exponent 1/(kB-kP): 0.059102 (no unit)
Melt fraction left at transition: 0.75900 (no unit)
Transition g*, formula: 0.24100 (no unit)
Transition g*, layers: 0.24099 (no unit)
Transition position: 48.20 mm from seed
B = P at transition: 2.062e+09 cm^-3
Net donors at seed: -1.684e+11 cm^-3
B, P at g=0.5: 2.594e+06, 3.027e+09 cm^-3
Net donors at g=0.5: 3.025e+09 cm^-3
Largest CP/CB with a p-type start: 212.5 (no unit)
g* for CP/CB=0.001: 0.5157 (no unit)
g* for CP/CB=0.1: 0.3642 (no unit)
g* for CP/CB=10: 0.1653 (no unit)
g* for CP/CB=100: 0.0436 (no unit)
dg*/d ln(CP/CB), formula: -0.04486 (no unit)
dg*/d ln(CP/CB), layers: -0.04486 (no unit)
g* if CP is doubled: 0.2093 (no unit)
Rough melt/solid density ratio: 1.05 (no unit)
g* with density correction: 0.2310 (no unit)
Rough film thickness: 0.10 mm
Rough melt diffusivity: 1.0e-04 cm^2/s
Pull 2 mm/h: v*film/D=0.0056 (no unit)
  effective kB, kP: 15.616, 0.0804 (no unit)
  g*=0.2551 (no unit), at 51.0 mm
Pull 20 mm/h: v*film/D=0.0556 (no unit)
  effective kB, kP: 9.117, 0.0842 (no unit)
  g*=0.3572 (no unit), at 71.4 mm
Pull 60 mm/h: v*film/D=0.1667 (no unit)
  effective kB, kP: 4.919, 0.0932 (no unit)
  g*=0.4925 (no unit), at 98.5 mm
Rough solid diffusivity: 1.0e-10 cm^2/s
Growth time at 20 mm/h: 10.0 h
Solid diffusion length 2*sqrt(D*t): 0.038 mm
Rough masses, electron and hole: 0.55, 0.30 m_e
Rough gaps at 77 K, 300 K: 0.73, 0.66 eV
Intrinsic density at 77 K: 1.1e-06 cm^-3
Intrinsic density at 300 K: 1.9e+13 cm^-3
n_i equals seed net doping at: 232 K
n_i equals g=0.5 net doping at: 193 K
Rough dopant binding energy: 0.010 eV
Neutral B fraction at seed, 77 K: 5.7e-06 (no unit)
Neutral P fraction at g=0.5, 77 K: 2.1e-08 (no unit)
Rough relative permittivity: 16 (no unit)
Net-doping slope at transition: 2.298e+09 cm^-4
Junction barrier at 77 K: 0.442 eV
Depletion width, linear profile: 2.73 mm
Depletion width, curved profile: 2.73 mm
```
